# Comment on a negative mean of p⁴ in the 1s orbital: test program

```python
"""
Result under test: for the hydrogen-like 1s orbital psi = sqrt(k^3/pi) exp(-k r),
k = Z/a0, the mean of p^4 is 5 (hbar k)^4.  Applying the Laplacian twice at r > 0
only gives -3 (hbar k)^4; the omitted term 8 pi k psi(0) delta(r) supplies +8.
Symbols: r in units of 1/k for 1s (a0/Z for excited states), p in units of hbar k,
eps = radius of an excised ball, eta = smoothing length, alpha = fine-structure
constant.  Energies are for a fixed point nucleus without radiative corrections.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy import constants as const

r, eta = sp.symbols("r eta", positive=True)


def laplacian(f, l=0):
    """Radial Laplacian for angular momentum l, valid at r > 0."""
    return sp.diff(f, r, 2) + 2 * sp.diff(f, r) / r - l * (l + 1) * f / r**2


def integrate_pieces(f, edges):
    return sum(quad(f, a, b, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


# --- Exact means for several states: squared norm, pointwise, delta part ---
def p4_parts(radial, l):
    once = sp.expand(laplacian(radial, l))
    twice = sp.expand(laplacian(once, l))
    norm = sp.integrate(sp.expand(radial**2 * r**2), (r, 0, sp.oo))
    square = sp.integrate(sp.expand(once**2 * r**2), (r, 0, sp.oo)) / norm
    point = sp.integrate(sp.expand(radial * twice * r**2), (r, 0, sp.oo)) / norm
    delta = 2 * radial.subs(r, 0)**2 / norm   # 8 pi |psi(0)|^2
    return [sp.simplify(x) for x in (square, point, delta)]


states = {
    "1s": (sp.exp(-r), 1, 0),
    "2s": ((2 - r) * sp.exp(-r / 2), 2, 0),
    "3s": ((27 - 18 * r + 2 * r**2) * sp.exp(-r / 3), 3, 0),
    "2p": (r * sp.exp(-r / 2), 2, 1),
}
print("Means of p^4 in units of (hbar Z/a0)^4:")
parts = {}
for name, (radial, n, l) in states.items():
    square, point, delta = p4_parts(radial, l)
    parts[name] = (square, point, delta)
    assert sp.simplify(square - point - delta) == 0
    if l == 0:
        assert sp.simplify(point + sp.Rational(3, n**4)) == 0
        assert sp.simplify(delta - sp.Rational(8, n**3)) == 0
    else:
        assert delta == 0 and square > 0
    print(f"  {name}: squared norm {square}, pointwise {point}, delta {delta}")
assert parts["1s"] == (5, -3, 8)

# --- The 1s derivatives as numerical functions ---
orbital = sp.exp(-r)
once_1s = sp.expand(laplacian(orbital))
twice_1s = sp.expand(laplacian(once_1s))
assert sp.simplify(once_1s - (1 - 2 / r) * orbital) == 0
assert sp.simplify(twice_1s - (1 - 4 / r) * orbital) == 0
f_once = sp.lambdify(r, once_1s, "numpy")
f_twice = sp.lambdify(r, twice_1s, "numpy")
inv_r = quad(lambda x: 4 * x * np.exp(-2 * x), 0, np.inf)[0]
inv_r2 = quad(lambda x: 4 * np.exp(-2 * x), 0, np.inf)[0]
p2_mean = quad(lambda x: -4 * x**2 * np.exp(-x) * f_once(x), 0, np.inf)[0]
assert abs(inv_r - 1) < 1e-8 and abs(inv_r2 - 2) < 1e-8
assert abs(p2_mean - 1) < 1e-8
print(f"1s <1/r> = {inv_r:.6f} k, <1/r^2> = {inv_r2:.6f} k^2")
print(f"1s <p^2> = {p2_mean:.6f} (hbar k)^2")

# --- Delta term from the definition of a distributional derivative ---
trial = (1 + sp.Rational(3, 10) * r**2) * sp.exp(-sp.Rational(7, 10) * r**2)
f_trial = sp.lambdify(r, trial, "numpy")
f_trial4 = sp.lambdify(r, sp.expand(laplacian(sp.expand(laplacian(trial)))), "numpy")
moved = quad(lambda x: 4 * np.pi * x**2 * np.exp(-x) * f_trial4(x), 0, 12)[0]
regular = quad(lambda x: 4 * np.pi * x**2 * f_twice(x) * f_trial(x), 0, 12)[0]
delta_weight = (moved - regular) / f_trial(0.0)
assert abs(delta_weight - 8 * np.pi) < 1e-6
print(f"Delta weight / (k psi(0)) = {delta_weight:.6f}; 8 pi = {8*np.pi:.6f}")

# --- Excised ball: the surface term survives ---
print("Excised ball, integrals over r > eps in units of k^4:")
for eps in (0.1, 0.01, 0.001):
    edges = [eps, 1.0, 5.0, 40.0]
    outer_point = integrate_pieces(
        lambda x: 4 * x**2 * np.exp(-x) * f_twice(x), edges)
    outer_square = integrate_pieces(lambda x: 4 * x**2 * f_once(x)**2, edges)
    surface = outer_point - outer_square
    assert abs(surface + 8 * np.exp(-2 * eps)) < 1e-7
    print(f"  k eps={eps:.3f}: pointwise {outer_point:.5f}, "
          f"square {outer_square:.5f}, surface {surface:.5f}")

# --- Smoothed orbital: every derivative is ordinary ---
smooth = sp.exp(-sp.sqrt(r**2 + eta**2))
smooth4 = laplacian(sp.expand(laplacian(smooth)))
f_smooth = sp.lambdify((r, eta), smooth, "numpy")
f_smooth4 = sp.lambdify((r, eta), smooth4, "numpy")
ball = 0.02
errors = []
print("Smoothed orbital, mean of p^4 in units of (hbar k)^4:")
for width in (1e-2, 1e-3, 1e-4):
    inner_edges = np.r_[0.0, np.geomspace(width, ball, 6)]
    outer_edges = np.geomspace(ball, 40.0, 9)

    def density(x):
        return x**2 * f_smooth(x, width)**2

    def integrand(x):
        return x**2 * f_smooth(x, width) * f_smooth4(x, width)

    norm = (integrate_pieces(density, inner_edges)
            + integrate_pieces(density, outer_edges))
    inner = integrate_pieces(integrand, inner_edges) / norm
    outer = integrate_pieces(integrand, outer_edges) / norm
    errors.append(abs(inner + outer - 5))
    print(f"  k eta={width:.0e}: total {inner+outer:.5f}, "
          f"k r<{ball}: {inner:.5f}, outside: {outer:.5f}")
assert errors[0] > errors[1] > errors[2]
assert errors[2] < 3e-3            # remaining error is linear in eta
assert 8 < errors[1] / errors[2] < 12
assert abs(inner - 8) < 0.01 and abs(outer + 3) < 0.01   # finite ball radius

# --- Momentum space ---
def momentum_amplitude(p):
    return 2 * np.sqrt(2) / (np.pi * (1 + p**2)**2)


for p in (0.3, 1.0, 4.0):
    sine = quad(lambda x: x * np.exp(-x) * np.sin(p * x), 0, 45, limit=400)[0]
    transform = 4 * np.pi / p * sine / ((2 * np.pi)**1.5 * np.sqrt(np.pi))
    assert abs(transform - momentum_amplitude(p)) < 1e-8


def p4_density(p):
    return 4 * np.pi * p**6 * momentum_amplitude(p)**2


low = quad(p4_density, 0, 10, limit=200)[0]
tail = quad(p4_density, 10, np.inf, limit=200)[0]
p4_mean = low + tail
assert abs(p4_mean - 5) < 1e-7
print(f"Momentum-space mean of p^4 = {p4_mean:.6f} (hbar k)^4")
print(f"  part from p > 10 hbar k = {tail:.5f} (hbar k)^4")

# --- Pauli energies in SI, compared with the Dirac ground state ---
hbar, mass, c = const.hbar, const.m_e, const.c
charge, eps0, alpha = const.e, const.epsilon_0, const.fine_structure
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy in eV"][0]
p4_pointwise = quad(lambda x: 4 * x**2 * np.exp(-x) * f_twice(x), 0, np.inf)[0]


def pauli_energies(Z):
    k = Z / bohr
    scale = (hbar * k)**4 / (8 * mass**3 * c**2) / charge
    contact = k**3 / np.pi
    darwin = hbar**2 / (8 * mass**2 * c**2) * Z * charge**2 / eps0 * contact / charge
    x = Z * alpha
    dirac = mass * c**2 / charge * (np.sqrt(1 - x**2) - 1 + x**2 / 2)
    return k, -p4_mean * scale, -p4_pointwise * scale, darwin, dirac


# The Dirac energy is checked by inserting its radial solution (atomic units).
mp.mp.dps = 30
Zd, cd = mp.mpf(10), 1 / mp.mpf(alpha)
gamma = mp.sqrt(1 - (Zd / cd)**2)
energy = cd**2 * (gamma - 1)
ratio = (gamma - 1) * cd / Zd
large = lambda x: x**gamma * mp.exp(-Zd * x)
small = lambda x: ratio * large(x)
for x in (mp.mpf("0.03"), mp.mpf("0.1"), mp.mpf("0.4")):
    kinetic = energy + Zd / x
    res1 = mp.diff(large, x) - large(x) / x - (kinetic + 2 * cd**2) / cd * small(x)
    res2 = mp.diff(small, x) + small(x) / x + kinetic / cd * large(x)
    assert abs(res1) < 1e-10 and abs(res2) < 1e-10

for Z in (10, 20):
    k, mv, mv_wrong, darwin, dirac = pauli_energies(Z)
    unit = Z**4 * alpha**2 * hartree
    assert abs(mv / unit + 5 / 8) < 1e-6
    assert abs(mv_wrong / unit - 3 / 8) < 1e-6
    assert abs(darwin / unit - 1 / 2) < 1e-6
    relative = dirac / (mv + darwin) - 1
    assert abs(relative / ((Z * alpha)**2 / 2) - 1) < 0.02   # next order in (Z alpha)^2
    if Z == 10:
        print(f"Example: Z = {Z}, a0 = {bohr:.6e} m, k = {k:.6e} 1/m")
        print(f"  alpha = {alpha:.9f}, E_h = {hartree:.6f} eV")
        print(f"  (hbar k)^4 = {(hbar*k)**4:.6e} kg^4 m^4 s^-4")
        print(f"  correct <p^4> = {p4_mean*(hbar*k)**4:.6e} kg^4 m^4 s^-4")
        print(f"  faulty <p^4> = {p4_pointwise*(hbar*k)**4:.6e} kg^4 m^4 s^-4")
        print(f"  Z^4 alpha^2 E_h = {unit:.5f} eV")
        print(f"  mass-velocity, correct = {mv:.5f} eV")
        print(f"  mass-velocity, faulty = {mv_wrong:.5f} eV")
        print(f"  omitted mass-velocity part = {mv-mv_wrong:.5f} eV")
        print(f"  Darwin = {darwin:.5f} eV")
        print(f"  correct sum = {mv+darwin:.5f} eV")
        print(f"  faulty sum = {mv_wrong+darwin:.5f} eV")
        print(f"  Dirac minus nonrelativistic = {dirac:.5f} eV")
    print(f"Z={Z}: Dirac shift / correct sum - 1 = {relative:.6f}, "
          f"(Z alpha)^2/2 = {(Z*alpha)**2/2:.6f}")

print("OK")
```

Printed output:

```
Means of p^4 in units of (hbar Z/a0)^4:
  1s: squared norm 5, pointwise -3, delta 8
  2s: squared norm 13/16, pointwise -3/16, delta 1
  3s: squared norm 7/27, pointwise -1/27, delta 8/27
  2p: squared norm 7/48, pointwise 7/48, delta 0
1s <1/r> = 1.000000 k, <1/r^2> = 2.000000 k^2
1s <p^2> = 1.000000 (hbar k)^2
Delta weight / (k psi(0)) = 25.132741; 8 pi = 25.132741
Excised ball, integrals over r > eps in units of k^4:
  k eps=0.100: pointwise -2.93106, square 3.61879, surface -6.54985
  k eps=0.010: pointwise -2.99921, square 4.84238, surface -7.84159
  k eps=0.001: pointwise -2.99999, square 4.98402, surface -7.98402
Smoothed orbital, mean of p^4 in units of (hbar k)^4:
  k eta=1e-02: total 4.88416, k r<0.02: 7.33914, outside: -2.45498
  k eta=1e-03: total 4.98824, k r<0.02: 7.98504, outside: -2.99680
  k eta=1e-04: total 4.99882, k r<0.02: 7.99572, outside: -2.99689
Momentum-space mean of p^4 = 5.000000 (hbar k)^4
  part from p > 10 hbar k = 1.00521 (hbar k)^4
Example: Z = 10, a0 = 5.291772e-11 m, k = 1.889726e+11 1/m
  alpha = 0.007297353, E_h = 27.211386 eV
  (hbar k)^4 = 1.577248e-91 kg^4 m^4 s^-4
  correct <p^4> = 7.886242e-91 kg^4 m^4 s^-4
  faulty <p^4> = -4.731745e-91 kg^4 m^4 s^-4
  Z^4 alpha^2 E_h = 14.49043 eV
  mass-velocity, correct = -9.05652 eV
  mass-velocity, faulty = 5.43391 eV
  omitted mass-velocity part = -14.49043 eV
  Darwin = 7.24522 eV
  correct sum = -1.81130 eV
  faulty sum = 12.67913 eV
  Dirac minus nonrelativistic = -1.81614 eV
Z=10: Dirac shift / correct sum - 1 = 0.002671, (Z alpha)^2/2 = 0.002663
Z=20: Dirac shift / correct sum - 1 = 0.010794, (Z alpha)^2/2 = 0.010650
OK
```
